# The overlap matrix of an even-tempered Gaussian basis

An even-tempered basis takes its Gaussian exponents from a geometric progression,
\[
\zeta_j=\alpha\beta^j,\qquad j=0,1,\dots,N-1,\qquad \alpha>0,\quad \beta>1 .
\]
The functions share one centre and one pair of angular momentum numbers \(l,m\):
\[
\chi_j(\mathbf r)=A_j\,r^l e^{-\zeta_j r^2}\,Y_{lm}(\hat{\mathbf r}),\qquad A_j>0,\qquad \langle\chi_j|\chi_j\rangle=1 .
\]
The \(Y_{lm}\) are orthonormal on the unit sphere. The problem asks for the overlap matrix \(S_{jk}=\langle\chi_j|\chi_k\rangle\), and for what it says about linear dependence and completeness. No Hamiltonian enters \(S\), so \(\hbar\), the electron mass and the charge do not appear. Exponents are in bohr\(^{-2}\); overlaps are pure numbers. The abbreviations \(p=l+\tfrac32\) and \(h=\ln\beta\) are used throughout.

The numerical example has \(\alpha=0.1\) bohr\(^{-2}\), \(\beta=2.5\) and \(N=6\), so the exponents run from 0.1 to 9.765625 bohr\(^{-2}\). Its numbers come from the numerical check, which obtains the overlaps by radial quadrature and by three-dimensional integrals and tests the formulas against them.

## (a) Two arbitrary exponents

**Find the overlap of two normalized functions with arbitrary positive exponents \(\zeta_j\) and \(\zeta_k\).**

*Solution.* The angular integral of \(Y_{lm}^*Y_{lm}\) is one. (For different \(l\) or \(m\) it would be zero, so the full overlap matrix on one centre splits into blocks, and the block does not depend on \(m\).) The radial integral needed is
\[
I(s)=\int_0^\infty r^{2l+2}e^{-sr^2}\,dr,\qquad s=\zeta_j+\zeta_k .
\]
Put \(t=sr^2\). Then \(r^{2l+2}=t^{l+1}s^{-l-1}\) and \(dr=\tfrac12 s^{-1/2}t^{-1/2}dt\), so
\[
I(s)=\frac{1}{2s^{l+3/2}}\int_0^\infty t^{l+1/2}e^{-t}\,dt=\frac{\Gamma(p)}{2s^{p}} .
\]
Normalization requires \(A_j^2I(2\zeta_j)=1\). Therefore
\[
S_{jk}=A_jA_kI(\zeta_j+\zeta_k)=\frac{I(\zeta_j+\zeta_k)}{\sqrt{I(2\zeta_j)I(2\zeta_k)}}
=\frac{(2\zeta_j)^{p/2}(2\zeta_k)^{p/2}}{(\zeta_j+\zeta_k)^p},
\]
because the factors \(\Gamma(p)/2\) cancel. Collecting powers,
\[
S_{jk}=\left[\frac{2\sqrt{\zeta_j\zeta_k}}{\zeta_j+\zeta_k}\right]^{p}.
\]
The bracket is the geometric mean of the exponents divided by their arithmetic mean. It equals one for equal exponents and is smaller otherwise.

## (b) The even-tempered case

**Express the result through the logarithms of the exponents, and insert the geometric progression. What structure does \(S\) have?**

*Solution.* Divide numerator and denominator of the bracket by \(\sqrt{\zeta_j\zeta_k}\):
\[
\frac{2}{\sqrt{\zeta_j/\zeta_k}+\sqrt{\zeta_k/\zeta_j}}
=\frac{2}{e^{d/2}+e^{-d/2}}=\operatorname{sech}\frac d2,\qquad d=\ln\zeta_j-\ln\zeta_k .
\]
For the even-tempered set \(\ln\zeta_j=\ln\alpha+jh\). The term \(\ln\alpha\) cancels in the difference, which leaves \(d=(j-k)h\) and
\[
\boxed{S_{jk}=\left[\operatorname{sech}\frac{(j-k)\ln\beta}{2}\right]^{l+3/2}}
\]
The entry depends on the indices through \(j-k\) alone. This is the definition of a Toeplitz matrix: every diagonal is constant. The matrix is also symmetric, since sech is even, and it does not contain \(\alpha\).

For the first two s functions of the example,
\[
S_{01}=\left[\frac{2\sqrt{0.1\times0.25}}{0.1+0.25}\right]^{3/2}=(0.9035)^{3/2}=0.8588 .
\]
The first rows of \(S\) are

- \(l=0\): 1, 0.8588, 0.5727, 0.3279, 0.1743, 0.0897
- \(l=1\): 1, 0.7759, 0.3950, 0.1559, 0.0544, 0.0180
- \(l=2\): 1, 0.7011, 0.2724, 0.0742, 0.0170, 0.0036

At a given \(\beta\) the overlaps fall as \(l\) grows, because a number below one is raised to a higher power. The same matrices result with \(\alpha=7.3\) bohr\(^{-2}\), within the tolerance of the test.

## (c) Why \(\alpha\) drops out

**Explain the independence of \(\alpha\) without evaluating an integral. Which assumptions does it need?**

*Solution.* Consider the dilation \((U\chi)(\mathbf r)=\lambda^{3/2}\chi(\lambda\mathbf r)\) with \(\lambda>0\). The substitution \(\mathbf r'=\lambda\mathbf r\), \(d^3r'=\lambda^3d^3r\), shows that it preserves every inner product. It turns \(r^le^{-\zeta r^2}\) into a positive constant times \(r^le^{-\lambda^2\zeta r^2}\), and it keeps the norm equal to one. With \(\lambda^2=\alpha'/\alpha\) it maps the whole normalized set with parameter \(\alpha\) onto the one with \(\alpha'\). The two sets must have the same overlap matrix.

Normalization matters. Without the factors \(A_j\), the diagonal radial integrals are \(I(2\zeta_j)\propto\zeta_j^{-p}\). In the example with \(l=0\) the first two are 4.954 and 1.253 bohr\(^3\), with ratio \(\beta^{3/2}=3.95\). That matrix is not Toeplitz, and it changes with \(\alpha\).

The common centre matters too. Let two s functions be separated by \(\mathbf R\). Completing the square gives
\[
\zeta_jr^2+\zeta_k|\mathbf r-\mathbf R|^2=(\zeta_j+\zeta_k)\left|\mathbf r-\frac{\zeta_k\mathbf R}{\zeta_j+\zeta_k}\right|^2+\frac{\zeta_j\zeta_k}{\zeta_j+\zeta_k}R^2 ,
\]
so the one-centre overlap is multiplied by \(\exp[-\zeta_j\zeta_kR^2/(\zeta_j+\zeta_k)]\). The exponent is proportional to \(\alpha R^2\): the distance supplies a length with which \(\alpha\) can be compared.

Nor does the invariance extend to energies. Two derivatives give the kinetic energy matrix a factor \(\lambda^2\) under the dilation, while the matrix of \(1/r\) gets a factor \(\lambda\). The choice of \(\alpha\) therefore decides which length scales the basis describes, although it leaves the overlaps unchanged.

## (d) The converse

**Suppose \(N\ge3\) exponents, in increasing order, give a Toeplitz overlap matrix. Must they be even-tempered?**

*Solution.* Yes. By part (b), for arbitrary exponents,
\[
S_{j+1,j}=\operatorname{sech}^p\left[\tfrac12\ln(\zeta_{j+1}/\zeta_j)\right].
\]
The argument is positive, and there \(\operatorname{sech}^p\) decreases strictly. Equal entries on the first off-diagonal thus require equal ratios \(\zeta_{j+1}/\zeta_j\), which is a geometric progression.

If the third exponent of the example is multiplied by 1.2, the ratios on its two sides become 3.0 and 2.08. For \(l=0\) the first off-diagonal changes from a constant 0.8588 to 0.8588, 0.8059, 0.9059, 0.8588, 0.8588.

## (e) Bounds on the eigenvalues

**Write \(s_n=\operatorname{sech}^p(nh/2)\) and define \(f(\theta)=\sum_{n=-\infty}^{\infty}s_ne^{in\theta}\). Show that every eigenvalue of \(S\), for every \(N\), lies between the minimum and the maximum of \(f\).**

*Solution.* Since \(s_n\le2^pe^{-p|n|h/2}\), the series converges absolutely and uniformly, and \(f\) is continuous. It is real because \(s_n=s_{-n}\). Its Fourier coefficients are
\[
s_{j-k}=\frac1{2\pi}\int_{-\pi}^{\pi}f(\theta)e^{-i(j-k)\theta}\,d\theta .
\]
For any coefficient vector \(c\) this gives
\[
c^\dagger Sc=\sum_{jk}c_j^*c_ks_{j-k}
=\frac1{2\pi}\int_{-\pi}^{\pi}f(\theta)\left|\sum_kc_ke^{ik\theta}\right|^2d\theta .
\]
With \(f\) replaced by one, the right side equals \(\sum_k|c_k|^2\), by orthogonality of the exponentials. Hence
\[
\min f\;\le\;\frac{c^\dagger Sc}{c^\dagger c}\;\le\;\max f ,
\]
and an eigenvalue is the value of this quotient at its eigenvector.

The quotient has a direct meaning: \(c^\dagger Sc\) is the squared norm of the function \(\sum_kc_k\chi_k\). A small eigenvalue signals a combination with coefficients of unit length that nearly cancels, which is near linear dependence.

## (f) Positivity for every number of functions

**Find the Fourier transform \(F(\omega)=\int_{-\infty}^{\infty}\operatorname{sech}^p(x/2)\,e^{i\omega x}dx\), express \(f\) through it, and decide whether adding functions at fixed \(\beta\) can drive the lowest eigenvalue to zero.**

*Solution.* Put \(u=e^x\), so that \(dx=du/u\) and \(\operatorname{sech}(x/2)=2u^{1/2}/(1+u)\). Then
\[
F(\omega)=2^p\int_0^\infty\frac{u^{p/2+i\omega-1}}{(1+u)^p}\,du .
\]
This is a Beta integral. To evaluate it, insert \((1+u)^{-a-b}=\Gamma(a+b)^{-1}\int_0^\infty t^{a+b-1}e^{-(1+u)t}dt\) and integrate over \(u\) first, which produces \(\Gamma(a)t^{-a}\). The remaining \(t\) integral is \(\Gamma(b)\), so
\[
\int_0^\infty\frac{u^{a-1}}{(1+u)^{a+b}}\,du=\frac{\Gamma(a)\Gamma(b)}{\Gamma(a+b)} .
\]
Here \(a=p/2+i\omega\) and \(b=p/2-i\omega=a^*\). Since \(\Gamma(a^*)=\Gamma(a)^*\),
\[
F(\omega)=\frac{2^p}{\Gamma(p)}\left|\Gamma\!\left(\tfrac p2+i\omega\right)\right|^2>0 ,
\]
because the Gamma function has no zeros.

Now consider the \(2\pi\)-periodic function \(G(\theta)=h^{-1}\sum_qF((\theta+2\pi q)/h)\), with \(q\) running over all integers. In its Fourier coefficients, the sum over \(q\) joins the intervals into the whole line:
\[
\frac1{2\pi}\int_0^{2\pi}G(\theta)e^{-in\theta}d\theta
=\frac1{2\pi h}\int_{-\infty}^{\infty}F(\theta/h)e^{-in\theta}d\theta
=\frac1{2\pi}\int_{-\infty}^{\infty}F(\omega)e^{-inh\omega}d\omega=s_n .
\]
The last step is the inverse Fourier transform at \(x=nh\). Part (g) shows that \(F\) decays exponentially at large \(|\omega|\). This makes \(F\) integrable and the sum over \(q\) uniformly convergent, which justifies these steps and makes \(G\) continuous. Both \(f\) and \(G\) are thus continuous and have the same coefficients, so they are equal:
\[
f(\theta)=\frac1h\sum_{q=-\infty}^{\infty}F\!\left(\frac{\theta+2\pi q}{h}\right)>0 .
\]
A continuous positive function on a closed interval has a positive minimum. The eigenvalues of \(S\) therefore stay above a positive number that depends on \(\beta\) and \(l\) but not on \(N\). On one centre, extending the progression at fixed \(\beta\) cannot drive the lowest eigenvalue to zero. This does not carry over to molecules. By the two-centre factor of part (c), two normalized s functions with the same exponent \(\zeta\) at distance \(R\) have overlap \(e^{-\zeta R^2/2}\). Their difference divided by \(\sqrt2\) has coefficients of unit length and squared norm \(1-e^{-\zeta R^2/2}\), which bounds the lowest eigenvalue from above and tends to zero as ever more diffuse functions are added on both centres.

The same positivity explains the trend with \(l\). Raising \(l\) by one multiplies \(S\), entry by entry, by the matrix \(B\) with entries \(\operatorname{sech}[(j-k)h/2]\). This \(B\) is positive definite, by the argument above with \(p=1\), and has unit diagonal. By the Schur product theorem, the entrywise product of \(S-\lambda_{\min}\mathbb 1\) with \(B\) has no negative eigenvalue. It equals the new overlap matrix minus \(\lambda_{\min}\mathbb 1\), so the lowest eigenvalue cannot fall. The same reasoning with \(\lambda_{\max}\mathbb 1-S\) shows that the highest cannot rise. In the example the condition number \(\lambda_{\max}/\lambda_{\min}\) is \(3.743/0.006172\approx606\) for \(l=0\), 151 for \(l=1\) and 59 for \(l=2\).

## (g) How small the lowest eigenvalue becomes

**Use the alternating vector \(v_j=(-1)^j/\sqrt N\) to bound the lowest eigenvalue for large \(N\), and find the leading behaviour of the bound as \(\beta\to1\).**

*Solution.* There are \(N-|n|\) index pairs with \(j-k=n\), so
\[
v^\dagger Sv=\sum_{|n|<N}\left(1-\frac{|n|}N\right)(-1)^ns_n\;\longrightarrow\;f(\pi)\qquad(N\to\infty),
\]
where the limit may be taken term by term because \(\sum_ns_n\) converges. The lowest eigenvalue is at most \(v^\dagger Sv\). It also cannot rise with \(N\), since an eigenvector of the smaller matrix, padded with a zero, is a trial vector for the larger one. Its limit thus exists and lies between \(\min f\) and \(f(\pi)\).

For \(l=0\), \(\beta=2.5\), the program finds that \(f\) decreases from 5.230 at \(\theta=0\) to 0.001699 at \(\theta=\pi\), at all points of a grid. To the resolution of that grid the minimum is at \(\pi\), and the limit is then \(f(\pi)\) itself. The lowest eigenvalues agree with this: 0.00617, 0.00291, 0.00195, 0.00176 and 0.00171 for \(N=6\), 10, 20, 40 and 80. The condition number stays below \(5.230/0.001699\approx3080\) however long the progression.

The alternating vector itself gives 0.0907 at \(N=6\) and still 0.0086 at \(N=80\). Its excess over \(f(\pi)\) comes from the term \(-|n|/N\) in the sum and so falls only as \(1/N\), apart from exponentially small tails. It serves to find the limit, not to estimate the eigenvalue of a short set.

For small \(h\), the terms \(q=0\) and \(q=-1\) dominate \(f(\pi)\). They have \(\omega=\pm\pi/h\) and are equal, so \(f(\pi)\approx(2/h)F(\pi/h)\). The large-\(\omega\) form of \(F\) follows from Stirling's formula, \(\ln\Gamma(z)=(z-\tfrac12)\ln z-z+\tfrac12\ln2\pi+O(1/z)\). With \(z=a+i\omega\), \(a=p/2\), one has \(\ln z=\ln\omega+i\pi/2-ia/\omega+O(\omega^{-2})\), and the real part is
\[
\ln|\Gamma(a+i\omega)|\approx(a-\tfrac12)\ln\omega-\tfrac{\pi\omega}2+a-a+\tfrac12\ln2\pi .
\]
The first \(a\) comes from the product \(i\omega\cdot(-ia/\omega)\), the second from \(-z\). Doubling and exponentiating, \(|\Gamma(p/2+i\omega)|^2\approx2\pi\,\omega^{p-1}e^{-\pi\omega}\). At \(\omega=\pi/h\) the factors combine as \((2/h)\,2\pi\,(\pi/h)^{p-1}=4(\pi/h)^p\), so
\[
f(\pi)\approx\frac{4}{\Gamma(p)}\left(\frac{2\pi}{\ln\beta}\right)^{p}\exp\left(-\frac{\pi^2}{\ln\beta}\right).
\]
The next pair of terms, at \(\omega=\pm3\pi/h\), is smaller by a factor of order \(e^{-2\pi^2/h}\).

For \(l=0\), \(f(\pi)\) is \(7.7\times10^{-3}\) at \(\beta=3\), \(1.7\times10^{-3}\) at 2.5, \(8.1\times10^{-5}\) at 2 and \(7.4\times10^{-9}\) at 1.5. Relative to these values, the estimate errs by 0.2% at \(\beta=3\) and 0.03% at 1.5. For \(l=2\) the corresponding errors are 6% and 0.9%. In the limit of a long progression, the lowest eigenvalue is at most \(f(\pi)\), so it falls at least exponentially fast in \(1/\ln\beta\) as \(\beta\to1\), and on one centre changing \(\alpha\) cannot help. At fixed \(N\) the fall is slower. The determinant of \(S\) is analytic in \(h\) and positive for \(h>0\), so it vanishes only as a power of \(h\). Since no eigenvalue exceeds the trace \(N\), \(\lambda_{\min}\ge\det S/N^{N-1}\), and the lowest eigenvalue falls no faster than that power.

## (h) Completeness at fixed \(\beta\)

**Let the progression run over all integers \(j\), from \(-\infty\) to \(\infty\), at fixed \(\beta>1\). Can every square-integrable function with the given \(l,m\) be approximated arbitrarily well?**

*Solution.* Put \(r=e^{-x/2}\). Then \(r^2dr\) becomes \(\tfrac12r^3dx\) in magnitude, so a radial function \(R(r)\) is represented, with the same norm, by \(\psi(x)=r^{3/2}R(r)/\sqrt2\) on the whole line. Because \(A_j\propto\zeta_j^{p/2}\), the basis functions become
\[
\psi_j(x)\propto(\zeta_jr^2)^{p/2}e^{-\zeta_jr^2}=g(x-\ln\zeta_j),\qquad g(x)=e^{-px/2}\exp(-e^{-x}) .
\]
They are copies of one function shifted by equal steps \(h\), which is another view of the Toeplitz structure. The origin of \(x\) can be moved so that \(\ln\alpha=0\).

Let \(\hat g(\omega)=\int g(x)e^{i\omega x}dx\). With \(t=e^{-x}\) this is \(\Gamma(p/2-i\omega)\), which is never zero. A shift by \(jh\) multiplies \(\hat g\) by \(e^{ijh\omega}\), which has period \(P=2\pi/h\) in \(\omega\). A function \(\varphi\) is therefore orthogonal to all basis functions if
\[
\sum_q\hat\varphi^*(\omega+qP)\,\hat g(\omega+qP)=0\qquad\text{for }0\le\omega<P .
\]
Choose \(\hat\varphi^*(\omega)=\hat g(\omega+P)\) and \(\hat\varphi^*(\omega+P)=-\hat g(\omega)\) for \(0\le\omega<P\), and zero elsewhere. The two terms of the sum cancel, while \(\varphi\) is square-integrable and not zero. The answer is no: the infinite set misses \(\varphi\), and so does every part of it.

Completeness therefore cannot be reached by extending the range of exponents alone. The ratio \(\beta\) must also approach one, and part (g) gives the price: at fixed \(l\), the lowest eigenvalue of a long progression is then bounded from above by a quantity that vanishes as \(e^{-\pi^2/\ln\beta}\), up to a power of \(\ln\beta\).

## Table of computed values

```
alpha = 0.1 bohr^-2, second alpha = 7.3 bohr^-2
beta = 2.5, N = 6, ln(beta) = 0.916291
exponents (bohr^-2): 0.100000 0.250000 0.625000 1.562500 3.906250 9.765625
l=0 first row of S (quadrature): 1.000000 0.858812 0.572727 0.327920 0.174284 0.089667
l=0 lowest, highest eigenvalue, condition number: 0.006172 3.742796 606.43
l=1 first row of S (quadrature): 1.000000 0.775943 0.394984 0.155936 0.054379 0.017963
l=1 lowest, highest eigenvalue, condition number: 0.020556 3.109836 151.29
l=2 first row of S (quadrature): 1.000000 0.701071 0.272403 0.074152 0.016967 0.003599
l=2 lowest, highest eigenvalue, condition number: 0.046302 2.710406 58.54
unnormalized l=0 radial diagonal, first two (bohr^3): 4.954159 1.253314
l=0 first off-diagonal, third exponent times 1.2: 0.858812 0.805927 0.905906 0.858812 0.858812
l=0 symbol at 0 and at pi: 5.230393 0.00169923
l=0 N=6: lowest eigenvalue 0.00617182, alternating-vector quotient 0.09066452
l=0 N=10: lowest eigenvalue 0.00291069, alternating-vector quotient 0.05697940
l=0 N=20: lowest eigenvalue 0.00195321, alternating-vector quotient 0.02940450
l=0 N=40: lowest eigenvalue 0.00175835, alternating-vector quotient 0.01555190
l=0 N=80: lowest eigenvalue 0.00171355, alternating-vector quotient 0.00862556
l=0 beta=3.0: symbol at pi 7.728577e-03, estimate 7.743662e-03
l=0 beta=2.5: symbol at pi 1.699227e-03, estimate 1.701519e-03
l=0 beta=2.0: symbol at pi 8.060625e-05, estimate 8.066807e-05
l=0 beta=1.5: symbol at pi 7.385645e-09, estimate 7.387573e-09
l=0 relative error of estimate at beta=3.0 and 1.5: 1.95e-03 2.61e-04
l=1 relative error of estimate at beta=3.0 and 1.5: 9.52e-03 1.30e-03
l=2 relative error of estimate at beta=3.0 and 1.5: 6.25e-02 9.02e-03
```
